# Constant Defect Eigenvalues and the Koopmans Condition in Hybrid Functionals

## The decision and the objects

Before a hybrid functional is used for a defect level, its fraction $\alpha$ of exact exchange must be chosen. One procedure compares the defect eigenvalue with the level empty and with it filled. Another compares an eigenvalue with a total-energy difference. Whether one may replace the other, and whether the atoms may move between the two charge states, decides which calculations are needed.

Consider one nondegenerate defect level with occupation $f\in[0,1]$, isolated from the host states. The host occupations $n_i$ are fixed. For real orthonormal orbitals $\phi_i$, the density matrix is

$$P=\sum_i n_i|\phi_i\rangle\langle\phi_i|,\qquad n_d=f .$$

The hybrid energy is

$$E_\alpha[P]=E_{\rm rest}[P]+(1-\alpha)E_x^{\rm loc}[P]+\alpha E_x^{\rm exact}[P].$$

Its first variation $\delta E_\alpha=\mathrm{Tr}(F\,\delta P)$ defines the one-particle Hamiltonian $F$. At each $f$ the orbitals are relaxed, so that $F\phi_i=\varepsilon_i\phi_i$. They are assumed to vary smoothly with $f$ for $0<f<1$, and the energy and defect eigenvalue to be continuous up to both ends. The nuclei do not move. Write $\phi=\phi_d$, $\varepsilon(f)=\varepsilon_d(f)$, and

$$\Delta E=E(1)-E(0),\qquad \kappa=\varepsilon(1)-\varepsilon(0),$$
$$\Pi_{\rm occ}=\varepsilon(1)-\Delta E,\qquad \Pi_{\rm emp}=\Delta E-\varepsilon(0).$$

The vertical addition energy $\Delta E$ is negative when adding the electron lowers the energy. The generalized Koopmans condition is $\Pi_{\rm occ}=0$ when read from the filled level, and $\Pi_{\rm emp}=0$ when read from the empty one.

## Theorem

Under these assumptions:

1. If $\varepsilon(f)$ is constant on $[0,1]$, both Koopmans conditions hold.
2. If $\varepsilon(f)$ is monotonic and either Koopmans condition holds, $\varepsilon(f)$ is constant.
3. If a fraction $\alpha_c$ makes the level constant, and $\Pi_{\rm occ}(\alpha)$ is strictly monotonic in $\alpha$ on the interval considered, then $\alpha_c$ is the only solution of $\Pi_{\rm occ}=0$ there. The same holds for $\Pi_{\rm emp}$.

The theorem does not assert that $\alpha_c$ exists. One adjustable number cannot in general flatten a whole function of $f$.

### Lemma: the eigenvalue is the energy slope

Differentiate the energy through the density matrix:

$$\frac{dE}{df}=\mathrm{Tr}\!\left(F\frac{dP}{df}\right)
=\langle\phi|F|\phi\rangle+\sum_i n_i\left(\langle\phi_i'|F|\phi_i\rangle+\langle\phi_i|F|\phi_i'\rangle\right),$$

where a prime denotes $d/df$. The first term comes from the changed occupation and equals $\varepsilon$. In the sum, the orbital equation replaces $F$ by $\varepsilon_i$:

$$\sum_i n_i\varepsilon_i\left(\langle\phi_i'|\phi_i\rangle+\langle\phi_i|\phi_i'\rangle\right)
=\sum_i n_i\varepsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle=0,$$

because every norm stays equal to one. Hence

$$\frac{dE}{df}=\varepsilon(f),\qquad \Delta E=\int_0^1\varepsilon(f)\,df. \tag{1}$$

Orbital relaxation is absent from the first derivative, but it does affect how $\varepsilon$ changes with $f$.

### Proof

For part 1, let $\varepsilon(f)=\varepsilon_0$. Equation (1) gives $\Delta E=\varepsilon_0$, which equals both end values.

For part 2, insert (1) into the two definitions:

$$\Pi_{\rm occ}=\int_0^1[\varepsilon(1)-\varepsilon(f)]\,df,\qquad
\Pi_{\rm emp}=\int_0^1[\varepsilon(f)-\varepsilon(0)]\,df. \tag{2}$$

If $\varepsilon$ is monotonic, neither integrand changes sign. A continuous function of one sign has zero integral only if it vanishes throughout the interval. Either equality therefore makes $\varepsilon(f)$ equal to an end value for every $f$.

For part 3, part 1 shows that $\alpha_c$ is a zero of $\Pi_{\rm occ}$ and of $\Pi_{\rm emp}$. A strictly monotonic function has at most one zero. $\square$

Monotonicity in part 2 cannot simply be dropped. For $\varepsilon(f)=\varepsilon_0+A\sin 2\pi f$, both end values and the mean equal $\varepsilon_0$, so both Koopmans conditions hold although the level varies.

## Three criteria and their separation

Adding the two Koopmans errors gives $\Pi_{\rm occ}+\Pi_{\rm emp}=\kappa$. In practice there are thus three criteria: $\kappa=0$, $\Pi_{\rm occ}=0$ and $\Pi_{\rm emp}=0$. Call their solutions $\alpha_{\rm ends}$, $\alpha_{\rm occ}$ and $\alpha_{\rm emp}$. If both errors decrease with $\alpha$, then $\kappa\ge0$ at the smaller Koopmans solution and $\kappa\le0$ at the larger, so $\alpha_{\rm ends}$ lies between them.

Their separation follows from the bow of the level,

$$b=\varepsilon(\tfrac12)-m,\qquad m=\tfrac12[\varepsilon(0)+\varepsilon(1)].$$

Simpson's rule, which is exact if $\varepsilon$ is a polynomial of degree at most three, gives

$$\Delta E\simeq\frac{\varepsilon(0)+4\varepsilon(\frac12)+\varepsilon(1)}6
=\frac{2m+4(m+b)}6=m+\frac{2b}{3}.$$

Since $\varepsilon(1)=m+\kappa/2$ and $\varepsilon(0)=m-\kappa/2$,

$$\Pi_{\rm occ}\simeq\frac\kappa2-\frac{2b}{3},\qquad
\Pi_{\rm emp}\simeq\frac\kappa2+\frac{2b}{3}. \tag{3}$$

Near $\alpha_{\rm ends}$, put $\kappa\simeq\kappa_\alpha(\alpha-\alpha_{\rm ends})$ with $\kappa_\alpha=d\kappa/d\alpha$, and neglect the change of $b$. Setting each error to zero yields

$$\alpha_{\rm occ}-\alpha_{\rm ends}\simeq\frac{4b}{3\kappa_\alpha},\qquad
\alpha_{\rm emp}-\alpha_{\rm ends}\simeq-\frac{4b}{3\kappa_\alpha}. \tag{4}$$

Where Simpson's rule is accurate, equal end eigenvalues are therefore a good substitute for the Koopmans condition when $|b|$ is small compared with $|\kappa_\alpha|$ times the precision wanted in $\alpha$. One calculation at half occupation measures it.

## Why the fraction depends on screening

Let $\mathcal K[D]$ be the first-order change of $F$ caused by a change $D$ of the density matrix, and set $D=dP/df$. Differentiating the eigenvalue at fixed norm gives

$$\varepsilon'(f)=\langle\phi|\mathcal K[D]|\phi\rangle. \tag{5}$$

To find $D$, use first-order perturbation theory for the orbitals, with $F'=\mathcal K[D]$:

$$|\phi_i'\rangle=\sum_{j\ne i}|\phi_j\rangle\frac{\langle\phi_j|F'|\phi_i\rangle}{\varepsilon_i-\varepsilon_j}.$$

Insert this into $\sum_i n_i(|\phi_i'\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_i'|)$ and exchange the labels $i,j$ in the first part. Its denominator changes sign, and the two parts combine to

$$D=|\phi\rangle\langle\phi|+\sum_{i\ne j}\frac{n_i-n_j}{\varepsilon_i-\varepsilon_j}
|\phi_i\rangle\langle\phi_i|\mathcal K[D]|\phi_j\rangle\langle\phi_j|. \tag{6}$$

Pairs with equal occupation contribute nothing. Since $D$ is on both sides, (6) is solved self-consistently. Its first term gives the frozen-orbital slope, and the rest gives orbital relaxation.

Relaxation cannot raise the slope if the orbitals minimize the energy at given occupations. Let $G(f)$ be the energy with orbitals frozen at their form for $f_0$. Nearby, $G(f)\ge E(f)$, with equality at $f_0$. Thus $G-E$ has a minimum there, and $G''(f_0)\ge E''(f_0)=\varepsilon'(f_0)$.

### A model in which each part can be evaluated

Take a cluster of $3\times3\times3$ sites containing electrons of one spin. From here on, $n_i=P_{ii}$ denotes the occupation of site $i$, not of an orbital. With core charges $Z_i$ and $q_i=n_i-Z_i$, the energy is

$$E=\mathrm{Tr}(hP)+\tfrac12q^T(V-S)q-\frac{1-\alpha}{2}K\sum_i n_i^2-\frac\alpha2\sum_{ij}V_{ij}P_{ij}^2. \tag{7}$$

Here $V$ is Coulomb repulsion, $K$ sets a local exchange energy, and the last term is exact exchange. Correlation is omitted. The matrix $S$ represents the electronic polarization of ion cores. A core dipole $p$ in a field $\mathcal E$ costs $p^2/(2a)-p\cdot\mathcal E$. The minimum is at $p=a\mathcal E$, with energy $-a\mathcal E^2/2$. Because $\mathcal E$ is linear in $q$, summing over cores gives $-\frac12q^TSq$, with $S$ positive semidefinite. Interactions between dipoles are left out. This defines the model and is not a small correction: for the parameters used below, including them lowers the screening self-term from 1.00 to 0.72 eV and raises $\alpha_{\rm ends}$ from 0.624 to 0.728.

Add $\delta\,|\phi\rangle\langle\phi|$ to $P$, and let $\rho_i=\phi_i^2$ be the weight of the defect orbital on site $i$. Define

$$J=\rho^TV\rho,\qquad X=K\sum_i\rho_i^2,\qquad S_\phi=\rho^TS\rho .$$

The second derivatives with respect to $\delta$ are $J-S_\phi$ from the electrostatic term, $-(1-\alpha)X$ from local exchange, and $-\alpha\sum_{ij}V_{ij}(\phi_i\phi_j)^2=-\alpha J$ from exact exchange. Their sum is

$$\varepsilon'_{\rm frozen}=(1-\alpha)(J-X)-S_\phi. \tag{8}$$

At $\alpha=1$ exact exchange cancels the self-repulsion $J$, leaving $-S_\phi\le0$. If the orbitals minimize the energy, relaxation can only lower this further. Full exact exchange therefore makes the level fall as it fills whenever $S_\phi>0$. A small $\alpha$ makes it rise if $J-X$ exceeds the screening terms. Between these cases, neglecting orbital relaxation and taking $J>X$, the slope vanishes at

$$\alpha\simeq1-\frac{S_\phi}{J-X}. \tag{9}$$

Two limits follow. Without screening, meaning $S_\phi=0$ and negligible orbital relaxation, $\alpha\to1$. When $S_\phi$ reaches $J-X$, $\alpha$ reaches zero, and for stronger screening no fraction in $[0,1]$ flattens the level at this order. If screening removes a share $s=S_\phi/J$ of the self-repulsion, (9) becomes $\alpha\simeq1-s/(1-X/J)$. This equals the remaining share $1-s$ only if $X=0$ or $s=0$. The fraction reflects the error of local exchange as well as the screening.

## Worked example

The parameters are round numbers and describe no particular material. The on-site repulsion is 6 eV. Between different sites $V_{ij}=W/r_{ij}$, with $W=2$ eV times the site spacing, $K=3$ eV, and the nearest-neighbour hopping amplitude is $-0.8$ eV. The twelve edge sites have energy $-2$ eV and core charge 1. The faces and corners have energy $+2$ eV and no core charge. The program labels these two groups "anion" and "cation" only to distinguish low from high site energy; the labels do not give the signs of the small net charges. The central defect site has energy $-2$ eV and no core charge, so the cluster is neutral when the level is empty. Each host core has polarizability 0.03 spacing²/eV; the defect site has none. Twelve electrons fill the twelve lowest host states, and the other fourteen stay empty. The cluster is finite, so no periodic-image energy enters.

The self-consistent results at fixed nuclei, in eV, are:

| $\alpha$ | $\Delta E$ | $\kappa$ | $\Pi_{\rm occ}$ | $\Pi_{\rm emp}$ |
|---|---|---|---|---|
| 0 | −1.729 | 1.671 | 0.835 | 0.836 |
| 0.25 | −2.086 | 1.010 | 0.505 | 0.505 |
| 0.50 | −2.443 | 0.337 | 0.168 | 0.168 |
| 0.75 | −2.800 | −0.346 | −0.174 | −0.172 |
| 1 | −3.158 | −1.036 | −0.520 | −0.516 |

At $\alpha=0$ the level rises from $-2.565$ to $-0.894$ eV as it fills. At $\alpha=1$ it falls from $-2.641$ to $-3.678$ eV. A straight line between the rows at 0.50 and 0.75 crosses zero at

$$0.50+0.25\,\frac{0.337}{0.337+0.346}=0.623.$$

The root found from the self-consistent end eigenvalues is $\alpha_{\rm ends}=0.62377$. The Koopmans roots are $\alpha_{\rm occ}=0.62353$ and $\alpha_{\rm emp}=0.62402$. For choosing a functional all three are 0.624; the further digits serve to check (4).

At $\alpha_{\rm ends}$ the bow is $b=0.499$ meV and $\kappa_\alpha=-2.730$ eV, so

$$\frac{4b}{3\kappa_\alpha}=\frac{4(0.000499)}{3(-2.730)}=-0.00024,$$

in agreement with $0.62353-0.62377$. At $\alpha_{\rm occ}$ the level still varies by 0.88 meV over eleven sampled occupations. A parabola explains this size. With $\Pi_{\rm occ}=0$, (3) gives $\kappa=4b/3$, hence

$$\varepsilon(f)-\varepsilon(0)=\kappa f+4bf(1-f)=4bf\left(\tfrac43-f\right).$$

The maximum is at $f=2/3$ and equals $16b/9=0.89$ meV. The level is not monotonic, as part 2 of the theorem requires for a varying level that satisfies a Koopmans condition. In this example the equivalence between a Koopmans condition and a constant level is approximate, but accurate to about a millielectronvolt.

### Reading the slope

At $\alpha=0.25$ and $f=\frac12$, the self-terms are $J=4.9276$, $X=2.2389$ and $S_\phi=1.0015$ eV. Equation (8) gives

$$0.75(4.9276-2.2389)-1.0015=1.015\ \text{eV}.$$

Relaxation of the explicit orbitals contributes $-0.005$ eV, giving 1.010 eV. The response equations (5) and (6) and differences of self-consistent eigenvalues agree on this slope. With the same self-terms, (9) estimates

$$\alpha\simeq1-\frac{1.0015}{4.9276-2.2389}=0.628,$$

close to the self-consistent 0.624. In this model, core polarization is the main cause of the reduction from one: when it is switched off, $\alpha_{\rm ends}$ becomes 0.994. The share of self-repulsion left by core screening is $1-1.0015/4.9276=0.797$, which would be a poor estimate of the fraction here.

This division of the screening is a property of the model. A hybrid calculation on a real system has no separate term $S$, and the screening comes from orbital relaxation, which (9) neglects. For the $1b_1$ level of water at fixed nuclei, with a PBE-based hybrid in a 6-31G or cc-pVDZ basis, relaxation lowers the slope by about 5 eV, $\alpha_{\rm ends}$ is about 0.72, and the three roots spread over about 0.01. Neither (9) nor the millielectronvolt agreement of the criteria should be carried over to real defects.

The defect level stays isolated. At $\alpha_{\rm ends}$ it lies at $-2.620$ eV at both ends, with the nearest host states at $-6.832$ and $1.958$ eV for $f=0$, and at $-5.710$ and $2.968$ eV for $f=1$. Its weight on the central site is 0.87 in both cases. If it came close to a host state of the same symmetry, the two could mix, and the orbital could change character rapidly with $f$. The occupation $f$ might then no longer describe one isolated defect level.

## Why the geometry is held fixed

Suppose a lattice coordinate $Q$ couples to the occupation $n_c$ of the central site through $\frac12kQ^2-gQn_c$. If $Q$ follows the electrons, its minimum is $Q=gn_c/k$, and the added energy is

$$\frac12k\frac{g^2n_c^2}{k^2}-\frac{g^2n_c^2}{k}=-\frac L2n_c^2,\qquad L=\frac{g^2}{k}.$$

The slope theorem survives, since $\partial E/\partial Q=0$. Its integral, however, is now an energy difference between two relaxed geometries, not the vertical $\Delta E$. The new term also adds $-L\rho_c^2$ to the frozen slope, where $\rho_c$ is the orbital weight on the centre.

For $L=0.5$ eV and $\rho_c=0.87$, this is $-0.38$ eV. At the fixed-nuclei fraction, the self-consistent end difference with a moving lattice is $-0.395$ eV. Compensating it requires a change in $\alpha$ of about $-0.395/2.730=-0.145$, which predicts 0.479; the computed root is 0.481. Comparing eigenvalues at two separately relaxed geometries would thus select a different functional, because it treats nuclear relaxation as if it were an electronic self-interaction error.

The choice of the fixed geometry can matter too. Holding $Q$ at $gQ=0.5$ eV lowers the central site energy by 0.5 eV and gives $\alpha_{\rm ends}=0.622$. The dependence is weak for this displacement in this model, which does not establish that it is weak for a real defect.

## Two contrasting cases

**One electron alone.** Remove the host electrons, core charges and core polarization, and lower the central site by 6 eV. Then $P=f|\phi\rangle\langle\phi|$, and (7) becomes

$$E=f\langle\phi|h|\phi\rangle+\frac{f^2}{2}(1-\alpha)(J-X).$$

At $\alpha=1$ the second term vanishes for every $\phi$. The minimizing orbital is the lowest eigenvector of $h$, independent of $f$, and $\varepsilon(f)$ is its constant eigenvalue. This is an exact instance of $\alpha_c$. The computed variation is $4\times10^{-12}$ eV, at the level of numerical convergence, whereas at $\alpha=0.5$ it is 1.44 eV.

**A less favourable local exchange.** Return to the full cluster and replace $n_i^2$ in the local exchange energy by $n_i^{4/3}$. The corresponding potential,

$$-\frac{2(1-\alpha)}{3}Kn_i^{1/3},$$

changes steeply at small occupation and slowly at large occupation. The defect site is nearly empty at $f=0$, where this potential is steepest. In the calculation with this exchange energy, the level is strongly nonlinear in $f$. Equation (4) is then only a rough guide: it predicts shifts of $\pm0.029$, whereas the two Koopmans roots lie $+0.031$ and $-0.038$ from $\alpha_{\rm ends}$. Now $\alpha_{\rm ends}=0.725$ but $\alpha_{\rm occ}=0.756$. At the latter the Koopmans condition holds, yet the level varies by 130 meV. A single Koopmans equality therefore does not prove that the eigenvalue is constant.

For a real calculation, the end eigenvalues and the vertical energy difference should be compared at one geometry. If $\kappa$, $\Pi_{\rm occ}$ or $\Pi_{\rm emp}$ is nonzero, the level varies with $f$. If all three vanish, it may still vary in between, as the sine example shows, so calculations at several intermediate occupations are needed to test whether it is constant. In a periodic cell, energies and eigenvalues must be treated consistently for the interaction between charged images: an image energy $\frac12Af^2$ adds $A$ to $\kappa$ and shifts the selected fraction by about $-A/\kappa_\alpha$.

Agreement of the criteria shows internal consistency, not accuracy. In the table, $\Delta E$ itself changes by 1.43 eV between $\alpha=0$ and $\alpha=1$, and the Koopmans condition selects one value without testing the remaining approximations. The complete values are in the numerical output below.

## Calculated quantities

```
Sites 27, host electrons 12
On-site repulsion U = 6.0 eV
Coulomb scale W = 2.0 eV x spacing
Local exchange K = 3.0 eV, hopping = 0.8 eV
Site energies anion/cation/defect = -2.0 2.0 -2.0 eV
Core polarizability = 0.03 spacing^2/eV
Lattice scale L = 0.5 eV
eps(f) in eV at f = 0, 0.25, 0.5, 0.75, 1:
  alpha 0     -2.5651  -2.1472  -1.7293  -1.3117  -0.8945
  alpha ends  -2.6197  -2.6193  -2.6192  -2.6193  -2.6197
  alpha 1     -2.6415  -2.8981  -3.1566  -3.4166  -3.6778
alpha: E(1)-E(0), eps(1)-eps(0), Pi_occ, Pi_emp in eV
  0.00: -1.7295 1.6707 0.8350 0.8357
  0.25: -2.0858 1.0097 0.5049 0.5048
  0.50: -2.4426 0.3368 0.1683 0.1685
  0.75: -2.7998 -0.3457 -0.1736 -0.1721
  1.00: -3.1576 -1.0364 -0.5202 -0.5161
alpha from eps(1)=eps(0): 0.62377
alpha from eps(1)=E(1)-E(0): 0.62353
alpha from eps(0)=E(1)-E(0): 0.62402
E(1)-E(0) at alpha_ends = -2.6193 eV
Bow at alpha_ends = 0.499 meV
d kappa/d alpha at alpha_ends = -2.7303 eV
Predicted alpha_occ - alpha_ends = -0.00024
Spread of eps(f) at alpha_occ = 0.876 meV
f=0: host top -6.832, defect -2.620, next 1.958 eV
  defect-orbital weight on centre = 0.8671
f=1: host top -5.710, defect -2.620, next 2.968 eV
  defect-orbital weight on centre = 0.8738
At alpha = 0.25, f = 0.5:
  Coulomb self-term = 4.9276 eV
  local-exchange self-term = 2.2389 eV
  core-polarization term = 1.0015 eV
  frozen slope = 1.0151 eV
  orbital relaxation = -0.0054 eV
  relaxed slope, response = 1.00970 eV
  relaxed slope, differences = 1.00970 eV
alpha_ends without core polarization = 0.99435
alpha_ends with lattice following f = 0.48078
alpha_ends, fixed centre shift -0.5 eV: 0.62170
eps(1)-eps(0), lattice relaxed, at fixed-nuclei alpha = -0.3951 eV
Power 4/3: alpha_ends = 0.72521, alpha_occ = 0.75590
Power 4/3: spread at alpha_occ = 130.45 meV
One electron, alpha = 1: spread = 4.1e-12 eV
One electron, alpha = 0.5: spread = 1.4445 eV
```
